# The Core Correction to Atomic Forces and Its l = 1 Selection Rule: a program that tests the result

```python
"""Core correction to the force on an atom in all-electron density-functional theory.

Result under test: if core orbitals are solved only in the spherical average V0
of the effective potential V about their nucleus, the force on the atom contains
    F_core = - integral rho_c grad V  = -(4 pi/3) integral rho_c d(s^2 v)/ds ds,
where rho_c is the spherical core density, s the distance from the nucleus and
v(s).s_hat the l = 1 part of V.  Only that part contributes.

Model: nucleus of charge Z with two 1s electrons, displaced by d along z from
the centre of a frozen Gaussian cloud of NV valence electrons.  Hartree and local
exchange are included, correlation is not.  Units: eV and angstrom.
x is the cosine of the polar angle about the nucleus.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, Legendre
from scipy import constants as const
from scipy.special import erf, eval_genlaguerre, gammaln

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10            # e^2/(4 pi eps0), eV A
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20        # hbar^2/(2m), eV A^2
TO_NN = const.e * 1e10 * 1e9                                  # eV/A to nN
Z, NV, WIDTH, D0 = 4, 2, 1.2, 0.3
S_MAX, N_S, N_X, N_BASIS, DECAY = 8.0, 160, 24, 16, 6.5

# Radial grid, angular grid and matrix of cumulative radial integrals
t, wt = leggauss(N_S)
t01 = (t + 1) / 2
s = S_MAX * t01**2
jac = S_MAX * t01
ws = wt * jac
P = legvander(t, N_S)
lower = np.hstack([-np.ones((N_S, 1)), P[:, :N_S - 1]])
CUMUL = 0.5 * (P[:, 1:] - lower) @ (P[:, :N_S] * wt[:, None]).T * jac
x, wx = leggauss(N_X)
S, X = s[:, None], x[None, :]
VOL = 2 * np.pi * (ws * s**2)[:, None] * wx[None, :]


def radial_basis(l):
    """Orthonormal radial functions and their derivatives, shape (n, grid)."""
    a, y = 2 * l + 2, 2 * DECAY * s
    R, dR = [], []
    for n in range(N_BASIS):
        norm = np.exp(0.5 * ((2 * l + 3) * np.log(2 * DECAY)
                             + gammaln(n + 1) - gammaln(n + a + 1)))
        L = eval_genlaguerre(n, a, y)
        dL = -eval_genlaguerre(n - 1, a + 1, y) if n > 0 else 0 * y
        env = norm * np.exp(-DECAY * s)
        power_slope = l * s**(l - 1) if l > 0 else 0 * s
        R.append(env * s**l * L)
        dR.append(env * ((power_slope - DECAY * s**l) * L + 2 * DECAY * s**l * dL))
    return np.array(R), np.array(dR)


def kinetic_matrix(l, R, dR):
    return KIN * ((dR * ws * s**2) @ dR.T + l * (l + 1) * (R * ws) @ R.T)


R0, DR0 = radial_basis(0)
T0 = kinetic_matrix(0, R0, DR0)


def cloud_potential(u):
    """Energy of an electron at distance u from the cloud centre."""
    return K * NV * erf(u / WIDTH) / u


def cloud_slope(u):
    gauss = 2 / (np.sqrt(np.pi) * WIDTH) * np.exp(-(u / WIDTH)**2)
    return K * NV * (gauss / u - erf(u / WIDTH) / u**2)


def solve_core(d):
    """Self-consistent core in the spherical average of V, nucleus at distance d."""
    u = np.sqrt(S**2 + d**2 + 2 * S * d * X)
    v_cloud = cloud_potential(u)
    rho_v = NV / (np.pi**1.5 * WIDTH**3) * np.exp(-(u / WIDTH)**2)
    cx = (3 / np.pi)**(1 / 3) * K
    rho = 2 * DECAY**3 / np.pi * np.exp(-2 * DECAY * s)
    for _ in range(60):
        shell = 4 * np.pi * s**2 * rho
        v_h = K * (CUMUL @ shell / s + ws @ (shell / s) - CUMUL @ (shell / s))
        v_x = -cx * (rho[:, None] + rho_v)**(1 / 3)
        V0 = -K * Z / s + v_h + (v_cloud + v_x) @ wx / 2
        eps, C = np.linalg.eigh(T0 + (R0 * ws * s**2 * V0) @ R0.T)
        c = C[:, 0]
        orb, dorb = c @ R0, c @ DR0
        new = 2 * orb**2 / (4 * np.pi)
        change = np.max(np.abs(new - rho) * s**2)
        rho = 0.2 * rho + 0.8 * new
        if change < 1e-13:
            break
    assert change < 1e-9
    rho = new
    shell = 4 * np.pi * s**2 * rho
    v_h = K * (CUMUL @ shell / s + ws @ (shell / s) - CUMUL @ (shell / s))
    total = rho[:, None] + rho_v
    v_x = -cx * total**(1 / 3)
    T = 2 * c @ T0 @ c
    E = (T + ws @ (shell * (-K * Z / s + v_h / 2))
         + np.sum(VOL * rho[:, None] * v_cloud)
         - 0.75 * cx * np.sum(VOL * total**(4 / 3)) - Z * cloud_potential(d))
    V0 = -K * Z / s + v_h + (v_cloud + v_x) @ wx / 2
    return dict(E=E, T=T, eps=eps[0], rho=rho, drho=4 * orb * dorb / (4 * np.pi),
                v_h=v_h, v_x=v_x, v_cloud=v_cloud, V0=V0, u=u, rho_v=rho_v,
                total=total)


# Total energy differentiated numerically, the core relaxing at every position
h = 0.02
runs = {k: solve_core(D0 + k * h) for k in (-2, -1, 0, 1, 2)}


def derivative(key):
    return (8 * (runs[1][key] - runs[-1][key]) - (runs[2][key] - runs[-2][key])) / (12 * h)


ref = runs[0]
force_numeric = -derivative('E')
rho, drho = ref['rho'], ref['drho']

# Forces from the derived expressions
force_nucleus = Z * cloud_slope(D0)
du_dz = (D0 + S * X) / ref['u']
du_ds = (S + D0 * X) / ref['u']
slope_cloud = cloud_slope(ref['u'])
slope_rho_v = -2 * ref['u'] / WIDTH**2 * ref['rho_v']
x_factor = ref['v_x'] / (3 * ref['total'])
dz_x = x_factor * (X * drho[:, None] + slope_rho_v * du_dz)
core_coulomb = -np.sum(VOL * rho[:, None] * slope_cloud * du_dz)
core_exchange = -np.sum(VOL * rho[:, None] * dz_x)
core_direct = core_coulomb + core_exchange
W = ref['v_cloud'] + ref['v_x']
v1 = 1.5 * (W * X) @ wx
core_l1 = 4 * np.pi / 3 * np.sum(ws * s**2 * drho * v1)
assert abs(core_direct - core_l1) < 1e-6
assert abs(force_numeric - force_nucleus - core_l1) < 1e-4
assert abs(force_numeric - force_nucleus) > 1.0

# Variation of core kinetic energy and eigenvalue in the frame of the nucleus
dT = derivative('T')
dT_formula = -np.sum(ws * 4 * np.pi * s**2 * ref['V0'] * derivative('rho'))
deps = 2 * derivative('eps')
deps_formula = np.sum(ws * 4 * np.pi * s**2 * rho * derivative('V0'))
assert abs(dT - dT_formula) < 1e-4 and abs(dT) > 1e-3
assert abs(deps - deps_formula) < 1e-4

# Force from each multipole of V, for a spherical and for a deformed density
dW_ds = slope_cloud * du_ds + x_factor * (drho[:, None] + slope_rho_v * du_ds)
deformed = rho[:, None] * (1 + 0.5 * Legendre.basis(2)(X))
by_l, by_l_deformed, size_l = [], [], []
for l in range(5):
    Pl, dPl = Legendre.basis(l)(x), Legendre.basis(l).deriv()(x)
    f = (2 * l + 1) / 2 * (W * Pl) @ wx
    df = (2 * l + 1) / 2 * (dW_ds * Pl) @ wx
    grad_z = df[:, None] * X * Pl + f[:, None] / S * (1 - X**2) * dPl
    by_l.append(-np.sum(VOL * rho[:, None] * grad_z))
    by_l_deformed.append(-np.sum(VOL * deformed * grad_z))
    size_l.append(np.sqrt(np.sum(VOL * rho[:, None] * (f[:, None] * Pl)**2) / 2))
assert abs(by_l[1] - core_direct) < 1e-6
assert max(abs(by_l[l]) for l in (0, 2, 3, 4)) < 1e-8
assert abs(by_l_deformed[3]) > 1e-6

# Vector formula in a finite sphere, potential without any symmetry
SPHERE = 0.8
centres = np.array([[0.5, -0.3, 0.9], [-0.7, 0.6, 0.2], [0.1, 1.0, -0.8]])
heights = np.array([1.0, -2.0, 1.5])
phi = 2 * np.pi * np.arange(24) / 24
sin_t = np.sqrt(1 - x**2)
dirs = np.array([np.outer(sin_t, np.cos(phi)), np.outer(sin_t, np.sin(phi)),
                 np.outer(x, np.ones(24))]).reshape(3, -1).T
w_dir = np.repeat(wx, 24) * 2 * np.pi / 24


def test_potential(points):
    diff = points[:, None, :] - centres
    g = heights * np.exp(-np.sum(diff**2, axis=2))
    return g.sum(axis=1), -2 * np.einsum('pc,pci->pi', g, diff)


def dipole_part(radius):
    return 3 / (4 * np.pi) * (w_dir * test_potential(radius * dirs)[0]) @ dirs


q, wq = leggauss(30)
q, wq = SPHERE * (q + 1) / 2, SPHERE * wq / 2
direct, radial, by_parts = np.zeros(3), np.zeros(3), np.zeros(3)
step = 1e-4
for r, w in zip(q, wq):
    density = np.exp(-3 * r)
    direct -= w * r**2 * density * (w_dir @ test_potential(r * dirs)[1])
    slope = ((r + step)**2 * dipole_part(r + step)
             - (r - step)**2 * dipole_part(r - step)) / (2 * step)
    radial -= 4 * np.pi / 3 * w * density * slope
    by_parts += 4 * np.pi / 3 * w * r**2 * (-3 * density) * dipole_part(r)
surface = -4 * np.pi / 3 * SPHERE**2 * np.exp(-3 * SPHERE) * dipole_part(SPHERE)
assert np.max(np.abs(direct - radial)) < 1e-6
assert np.max(np.abs(direct - by_parts - surface)) < 1e-8
assert np.max(np.abs(surface)) > 1e-3

# Core orbital solved in the full, non-spherical potential: the integral vanishes
V_full = (-K * Z / s + ref['v_h'])[:, None] + W
L_MAX = 4
rad = [radial_basis(l) for l in range(L_MAX + 1)]
ang = [np.sqrt(l + 0.5) * Legendre.basis(l)(x) for l in range(L_MAX + 1)]
dang = [np.sqrt(l + 0.5) * Legendre.basis(l).deriv()(x) for l in range(L_MAX + 1)]
H = np.zeros(((L_MAX + 1) * N_BASIS,) * 2)
for l in range(L_MAX + 1):
    for k in range(L_MAX + 1):
        V_lk = V_full @ (wx * ang[l] * ang[k])
        block = (rad[l][0] * ws * s**2 * V_lk) @ rad[k][0].T
        if l == k:
            block = block + kinetic_matrix(l, *rad[l])
        H[l * N_BASIS:(l + 1) * N_BASIS, k * N_BASIS:(k + 1) * N_BASIS] = block
e_full, C_full = np.linalg.eigh(H)
coef = C_full[:, 0].reshape(L_MAX + 1, N_BASIS)
psi, psi_z = np.zeros((N_S, N_X)), np.zeros((N_S, N_X))
for l in range(L_MAX + 1):
    g, dg = coef[l] @ rad[l][0], coef[l] @ rad[l][1]
    psi += np.outer(g, ang[l])
    psi_z += np.outer(dg, x * ang[l]) + np.outer(g / s, (1 - x**2) * dang[l])
full_core = np.sum(VOL * V_full * 4 * psi * psi_z) / (2 * np.pi)
assert abs(full_core) < 2e-3 and abs(full_core) < 1e-3 * abs(core_l1)


def clean(value, digits=6):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


print("nuclear charge number Z:", Z)
print("core electrons:", clean(np.sum(ws * 4 * np.pi * s**2 * rho), 4))
print("valence electrons in frozen cloud:", NV)
print("cloud width a in exp(-u^2/a^2):", WIDTH, "A")
print("displacement of nucleus from cloud centre:", D0, "A")
print("step of numerical derivative:", h, "A")
print("core eigenvalue:", clean(ref['eps'], 4), "eV")
print("core kinetic energy:", clean(ref['T'], 4), "eV")
mean_s = np.sum(ws * 4 * np.pi * s**3 * rho) / 2
print("mean core radius:", clean(mean_s, 4), "A")
print("d(core kinetic energy)/dd, numerical:", clean(dT), "eV/A")
print("same from -int V0 d(rho_c)/dd:", clean(dT_formula), "eV/A")
print("d(sum of core eigenvalues)/dd, numerical:", clean(deps), "eV/A")
print("same from int rho_c dV0/dd:", clean(deps_formula), "eV/A")
print("force on nucleus:", clean(force_nucleus), "eV/A")
print("core force, Coulomb part:", clean(core_coulomb), "eV/A")
print("core force, exchange part:", clean(core_exchange), "eV/A")
print("core force, -int rho_c grad V:", clean(core_direct), "eV/A")
print("core force, l=1 radial formula:", clean(core_l1), "eV/A")
print("two point electrons at nucleus, Coulomb:", clean(-2 * cloud_slope(D0)), "eV/A")
print("nucleus + core force:", clean(force_nucleus + core_l1), "eV/A")
print("minus numerical dE/dd:", clean(force_numeric), "eV/A")
print("force on nucleus:", clean(force_nucleus * TO_NN, 4), "nN")
print("core force:", clean(core_l1 * TO_NN, 4), "nN")
print("nucleus + core force:", clean((force_nucleus + core_l1) * TO_NN, 4), "nN")
print("multipoles of cloud + exchange potential (rms over core; force):")
for l in range(5):
    print(f"  l={l}: rms {clean(size_l[l])} eV; spherical core {clean(by_l[l])} eV/A;"
          f" deformed {clean(by_l_deformed[l])} eV/A")
print("core eigenvalue in full potential:", clean(e_full[0], 4), "eV")
print("-int rho grad V, full-potential core:", clean(full_core), "eV/A")
print("finite sphere test, radius:", SPHERE, "A")
print("  direct (x,y,z):", *[clean(a) for a in direct], "eV/A")
print("  volume part after integration by parts:", *[clean(a) for a in by_parts], "eV/A")
print("  surface part:", *[clean(a) for a in surface], "eV/A")
print("no test failed")
```

Running it gives:

```
nuclear charge number Z: 4
core electrons: 2.0000
valence electrons in frozen cloud: 2
cloud width a in exp(-u^2/a^2): 1.2 A
displacement of nucleus from cloud centre: 0.3 A
step of numerical derivative: 0.02 A
core eigenvalue: -103.2188 eV
core kinetic energy: 358.4711 eV
mean core radius: 0.2251 A
d(core kinetic energy)/dd, numerical: 1.114110 eV/A
same from -int V0 d(rho_c)/dd: 1.114110 eV/A
d(sum of core eigenvalues)/dd, numerical: -6.444646 eV/A
same from int rho_c dV0/dd: -6.444646 eV/A
force on nucleus: -14.492901 eV/A
core force, Coulomb part: 6.926956 eV/A
core force, exchange part: -0.450260 eV/A
core force, -int rho_c grad V: 6.476697 eV/A
core force, l=1 radial formula: 6.476697 eV/A
two point electrons at nucleus, Coulomb: 7.246451 eV/A
nucleus + core force: -8.016205 eV/A
minus numerical dE/dd: -8.016204 eV/A
force on nucleus: -23.2202 nN
core force: 10.3768 nN
nucleus + core force: -12.8434 nN
multipoles of cloud + exchange potential (rms over core; force):
  l=0: rms 18.401251 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
  l=1: rms 0.463823 eV; spherical core 6.476697 eV/A; deformed 6.416088 eV/A
  l=2: rms 0.010711 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
  l=3: rms 0.000310 eV; spherical core 0.000000 eV/A; deformed 0.000580 eV/A
  l=4: rms 0.000009 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
core eigenvalue in full potential: -103.2202 eV
-int rho grad V, full-potential core: -0.000460 eV/A
finite sphere test, radius: 0.8 A
  direct (x,y,z): -0.451899 0.153447 0.075595 eV/A
  volume part after integration by parts: -0.252856 0.089629 0.040637 eV/A
  surface part: -0.199043 0.063818 0.034957 eV/A
no test failed
```
